# Uniform streaming current from the double layer of a rotating wafer: test program

```python
"""
Result under test: a rotating insulating disk with zeta potential zeta sends
a uniform normal current density
    i = 2 a eps zeta Omega**1.5 / sqrt(nu)
from its double layer into the neutral liquid (positive i leaves the layer).
eps: permittivity; Omega: rotation rate in rad/s; nu: kinematic viscosity;
a: dimensionless radial wall shear of the laminar rotating-disk flow.
Velocity: v_r = r f(z), v_theta = r g(z), v_z = h(z), z into the liquid.
lam: Debye length; delta = sqrt(nu/Omega); s = df/dz at the wall.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp, simpson
from scipy.special import erfc

# Inputs in SI units; liquid and oxide properties are rough typical values.
radius = 0.05
rpm = 300.0
omega = 2 * np.pi * rpm / 60
zeta = -0.060
salt = 1.0                     # mol/m3, equal to mM
temperature = 298.15
eps_rel = 78.4
nu = 0.89e-6
density = 997.0
diffusivity = 2.0e-9           # same value for both ions
eps = eps_rel * const.epsilon_0
thermal_v = const.k * temperature / const.e
number = salt * const.N_A
lam = np.sqrt(eps * thermal_v / (2 * number * const.e))
sigma = 2 * number * const.e * diffusivity / thermal_v
delta = np.sqrt(nu / omega)

# Similarity form inserted in the full axisymmetric momentum equations.
r, z, n = sp.symbols("r z nu", positive=True)
f, g, h = [sp.Function(name)(z) for name in ("f", "g", "h")]
u, v, w = r * f, r * g, h


def vector_laplacian(q):
    return sp.diff(q, r, 2) + sp.diff(q, r) / r - q / r**2 + sp.diff(q, z, 2)


radial = u*sp.diff(u, r) + w*sp.diff(u, z) - v**2/r - n*vector_laplacian(u)
swirl = u*sp.diff(v, r) + w*sp.diff(v, z) + u*v/r - n*vector_laplacian(v)
mass = sp.diff(r * u, r) / r + sp.diff(w, z)
assert sp.simplify(radial/r - (f**2 - g**2 + h*f.diff(z)
                               - n*f.diff(z, 2))) == 0
assert sp.simplify(swirl/r - (2*f*g + h*g.diff(z) - n*g.diff(z, 2))) == 0
assert sp.simplify(mass - (2*f + h.diff(z))) == 0


def disk_rhs(y, length, viscosity):
    """Flow equations with coordinate z/length; y = f, f_x, g, g_x, h/length."""
    ff, fx, gg, gx, hh = y
    c = length**2 / viscosity
    return np.array([fx, c*(ff**2 - gg**2 + hh*fx),
                     gx, c*(2*ff*gg + hh*gx), -2*ff])


def solve_flow(speed, viscosity, box_mm):
    """Return df/dz and dg/dz at the wall in SI units and the solution."""
    length = 1e-3
    x = np.linspace(0, box_mm, 301)
    q = length / np.sqrt(viscosity / speed)
    t = q * x
    guess = speed * np.array([
        0.5*t*np.exp(-t), 0.5*q*(1-t)*np.exp(-t), np.exp(-0.7*t),
        -0.7*q*np.exp(-0.7*t), -(1-(1+t)*np.exp(-t))/q])

    def boundary(left, right):
        return np.array([left[0], left[2]-speed, left[4], right[0], right[2]])

    result = solve_bvp(lambda xx, y: disk_rhs(y, length, viscosity),
                       boundary, x, guess, tol=1e-7, max_nodes=30000)
    assert result.success, result.message
    wall = result.sol(0.0)
    return wall[1] / length, wall[3] / length, result


flow = solve_flow(omega, nu, 5.0)
shear = flow[0]
a = shear * np.sqrt(nu) / omega**1.5
short_box = solve_flow(omega, nu, 3.5)
box_shift = short_box[0] / shear - 1
assert abs(box_shift) < 1e-4
x_mm = np.linspace(0, 5.0, 8001)
profile = flow[2].sol(x_mm)
momentum = simpson(profile[2]**2 - 3*profile[0]**2, x=x_mm*1e-3)
assert abs(momentum / (nu * shear) - 1) < 1e-4

# Gauss-Legendre points across forty Debye lengths.
nodes, weights = np.polynomial.legendre.leggauss(400)
x_layer = 20 * (nodes + 1)
dz = 20 * weights * lam


def ion_layer(potential):
    """Reduced potential, Boltzmann ion charge, and its normal derivative."""
    start = potential / thermal_v
    psi = 4 * np.arctanh(np.tanh(start/4) * np.exp(-x_layer))
    charge = -2 * number * const.e * np.sinh(psi)
    slope = -2*number*const.e*np.cosh(psi) * (-2*np.sinh(psi/2)/lam)
    return psi, charge, slope


def currents(speed, viscosity, solution, potential):
    """Sheet current per radius and normal current from the full velocity."""
    s, swirl_slope = solution[:2]
    start = [0.0, s*lam, speed, swirl_slope*lam, 0.0]
    inner = solve_ivp(lambda xx, y: disk_rhs(y, lam, viscosity), (0, 40),
                      start, method="DOP853", t_eval=x_layer,
                      rtol=1e-11, atol=1e-16)
    assert inner.success
    _, charge, slope = ion_layer(potential)
    sheet_per_radius = np.sum(dz * charge * inner.y[0])
    normal = -np.sum(dz * slope * inner.y[4] * lam)
    return sheet_per_radius, normal


# Any zeta: both charge-balance roads against the law and its correction.
for test_zeta in (-0.025, zeta, -0.120):
    psi, charge, _ = ion_layer(test_zeta)
    assert abs(np.sum(dz*charge*x_layer*lam)/(-eps*test_zeta) - 1) < 1e-8
    sheet, normal = currents(omega, nu, flow, test_zeta)
    law = 2 * eps * test_zeta * shear
    correction = -np.sum(dz*psi)*thermal_v / (test_zeta*a*delta)
    assert abs(normal/law - 1 - correction) < 1e-6
    for place in (0.2*radius, 0.7*radius):
        step = 1e-3 * radius
        outward = ((place+step)**2 - (place-step)**2) * sheet
        from_sheet = -outward / (2*step*place)
        assert abs(from_sheet/normal - 1) < 1e-7

# Powers of speed and viscosity from separately solved dimensional flows.
speeds = omega * np.array([0.5, 1.0, 2.0])
speed_currents = []
for speed in speeds:
    solution = flow if speed == omega else solve_flow(speed, nu, 5.0)
    speed_currents.append(abs(currents(speed, nu, solution, zeta)[1]))
speed_power = np.polyfit(np.log(speeds), np.log(speed_currents), 1)[0]
thick_flow = solve_flow(omega, 2*nu, 5.0)
thick_current = abs(currents(omega, 2*nu, thick_flow, zeta)[1])
viscosity_power = np.log(thick_current/speed_currents[1]) / np.log(2)
assert abs(speed_power - 1.5) < 3e-4
assert abs(viscosity_power + 0.5) < 3e-4

# Worked values.
sheet, full_current = currents(omega, nu, flow, zeta)
current = 2 * a * eps * zeta * omega**1.5 / np.sqrt(nu)
total = current * np.pi * radius**2
rim_sheet = -eps * zeta * shear * radius
center_potential = current * radius / (2 * sigma)

# A smooth rim makes the closing current finite; sources act in a half-space.
rr = np.linspace(0, 1.2*radius, 60001)
smooth_sheet = sheet * rr * 0.5 * erfc((rr-radius)/(0.01*radius))
source_times_r = -np.gradient(rr*smooth_sheet, rr, edge_order=2)
source = np.empty_like(rr)
source[1:] = source_times_r[1:] / rr[1:]
source[0] = source[1]
net = simpson(2*np.pi*source_times_r, x=rr)
smooth_potential = simpson(source, x=rr) / sigma
assert abs(net / total) < 1e-5
assert abs(smooth_potential/center_potential - 1) < 5e-4

# Sizes of neglected effects.
psi, charge, _ = ion_layer(zeta)
psi0 = zeta / thermal_v
thickness_effect = full_current/current - 1
slip = 1e-9
slip_effect = slip * 2*np.sinh(psi0/2) / (lam*psi0)
slip_direct = np.sum(dz*charge*slip) / np.sum(dz*charge*x_layer*lam)
assert abs(slip_direct/slip_effect - 1) < 1e-7
viscosity_dyn = nu * density
field = -2 * thermal_v * np.sinh(psi/2) / lam
surface_cond = (sigma*np.sum(dz*(np.cosh(psi)-1))
                + eps**2/viscosity_dyn*np.sum(dz*field**2))
osmotic_share = 2*eps*thermal_v**2 / (viscosity_dyn*diffusivity)
surface_formula = 2*sigma*lam*(np.cosh(psi0/2)-1)*(1+osmotic_share)
assert abs(surface_cond/surface_formula - 1) < 1e-7
surface_effect = surface_cond / (sigma*radius)
layer_peclet = shear * lam**3 / diffusivity
oxide_thickness = 100e-9
oxide_resistivity = 1e12       # ohm m, equal to 1e14 ohm cm
leakage = abs(center_potential) / (oxide_resistivity*oxide_thickness)
leakage_effect = leakage / abs(current)
warming = 5.0
viscosity_slope = -0.022       # relative change per K, rough
permittivity_slope = -0.0046   # relative change per K, rough
warming_effect = (np.exp(warming*(permittivity_slope-viscosity_slope/2))-1)
rim_width = 5 * delta
rim_share = 1 - (1-rim_width/radius)**2
reynolds = radius**2 * omega / nu
transition = 2e5              # rough onset for a smooth disk
assert reynolds < transition
assert lam / delta < 1e-3
assert surface_effect < 1e-3 and leakage_effect < 1e-3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wafer radius", radius*100, "cm")
show("Rotation speed", rpm, "rpm")
show("Rotation rate Omega", omega, "rad/s")
show("Zeta potential", zeta*1e3, "mV")
show("Salt concentration", salt, "mM")
show("Temperature", temperature, "K", 5)
show("Relative permittivity (rough)", eps_rel)
show("Kinematic viscosity (rough)", nu*1e6, "mm2/s")
show("Liquid density (rough)", density, "kg/m3")
show("Ion diffusivity (rough)", diffusivity*1e4, "cm2/s")
show("Thermal voltage", thermal_v*1e3, "mV")
show("Permittivity", eps, "F/m")
show("Debye length", lam*1e9, "nm")
show("Flow length delta", delta*1e6, "um")
show("Debye length / delta", lam/delta)
show("Wall-shear number a", a, digits=6)
show("Current prefactor 2a", 2*a, digits=6)
show("Relative shift of a, 3.5 against 5 mm box", box_shift, digits=2)
show("Wall shear per radius s", shear, "1/(m s)")
show("Fitted power of rotation rate", speed_power, digits=6)
show("Fitted power of viscosity", viscosity_power, digits=6)
show("Normal current density, thin-layer law", current*1e5, "nA/cm2", 5)
show("Normal current density, full layer", full_current*1e5, "nA/cm2", 5)
show("Same current density, thin-layer law", current*1e6, "uA/m2")
show("Sheet current at rim, outward", rim_sheet*1e7, "nA/cm")
show("Total normal current over wafer", total*1e9, "nA")
show("Bulk conductivity (model)", sigma*1e4, "uS/cm")
show("Centre potential against far bath", center_potential*1e6, "uV")
show("Smooth-rim centre potential", smooth_potential*1e6, "uV")
show("Finite-layer change of current", thickness_effect*100, "%", 3)
show("Assumed slip length", slip*1e9, "nm")
show("Current change from that slip", slip_effect*100, "%", 3)
show("Surface conductivity", surface_cond*1e9, "nS", 3)
show("Surface conduction / convected current", surface_effect, digits=2)
show("Layer Peclet number", layer_peclet, digits=2)
show("Oxide thickness", oxide_thickness*1e9, "nm")
show("Oxide resistivity (rough)", oxide_resistivity*100, "ohm cm")
show("Oxide leakage / normal current", leakage_effect, digits=2)
show("Temperature rise considered", warming, "K")
show("Viscosity slope (rough)", viscosity_slope*100, "%/K")
show("Permittivity slope (rough)", permittivity_slope*100, "%/K")
show("Current change from warming, fixed zeta", warming_effect*100, "%", 2)
show("Assumed disturbed rim width", rim_width*1e3, "mm", 2)
show("Area share of that rim", rim_share*100, "%", 2)
show("Reynolds number at rim", reynolds, digits=3)
show("Transition Reynolds number (rough)", transition, digits=1)
print("done: every assertion held")
```

Printed output:

```
Wafer radius: 5 cm
Rotation speed: 300 rpm
Rotation rate Omega: 31.42 rad/s
Zeta potential: -60 mV
Salt concentration: 1 mM
Temperature: 298.15 K
Relative permittivity (rough): 78.4
Kinematic viscosity (rough): 0.89 mm2/s
Liquid density (rough): 997 kg/m3
Ion diffusivity (rough): 2e-05 cm2/s
Thermal voltage: 25.69 mV
Permittivity: 6.942e-10 F/m
Debye length: 9.614 nm
Flow length delta: 168.3 um
Debye length / delta: 5.712e-05
Wall-shear number a: 0.510233
Current prefactor 2a: 1.02047
Relative shift of a, 3.5 against 5 mm box: -2.6e-09
Wall shear per radius s: 9.524e+04 1/(m s)
Fitted power of rotation rate: 1.49995
Fitted power of viscosity: -0.499956
Normal current density, thin-layer law: -0.79331 nA/cm2
Normal current density, full layer: -0.79323 nA/cm2
Same current density, thin-layer law: -7.933 uA/m2
Sheet current at rim, outward: 1.983 nA/cm
Total normal current over wafer: -62.31 nA
Bulk conductivity (model): 150.2 uS/cm
Centre potential against far bath: -13.2 uV
Smooth-rim centre potential: -13.2 uV
Finite-layer change of current: -0.0104 %
Assumed slip length: 1 nm
Current change from that slip: 12.9 %
Surface conductivity: 0.334 nS
Surface conduction / convected current: 4.4e-07
Layer Peclet number: 4.2e-11
Oxide thickness: 100 nm
Oxide resistivity (rough): 1e+14 ohm cm
Oxide leakage / normal current: 1.7e-05
Temperature rise considered: 5 K
Viscosity slope (rough): -2.2 %/K
Permittivity slope (rough): -0.46 %/K
Current change from warming, fixed zeta: 3.3 %
Assumed disturbed rim width: 0.84 mm
Area share of that rim: 3.3 %
Reynolds number at rim: 8.82e+04
Transition Reynolds number (rough): 2e+05
done: every assertion held
```
